# Why a Causal Power-Law Susceptibility Has a Constant Loss Ratio

## 1. What goes wrong if the loss is chosen freely

Suppose the slow polarisation of an insulating film falls with frequency as \(\omega^{-0.2}\), and someone models it by giving the susceptibility this magnitude and a constant loss angle of 9°. The model looks harmless, yet it describes a film that polarises before the field is applied. At equal times before and after a field impulse, its early response is 0.345 of its late one. For this slope causality permits one loss angle, 18°.

The statement to be shown is this. If a causal, passive, linear dielectric has

\[
\chi(\omega)=A\,(i\omega)^{n-1},\qquad 0<n<1,\quad A>0,
\]

then its loss ratio is \(\chi''/\chi'=\cot(n\pi/2)\) at every frequency at which the law holds.

## 2. Conventions

Fields vary as \(e^{+i\omega t}\) with \(\omega>0\), and \(\chi=\chi'-i\chi''\). SI units are used. \(P\) is the slow polarisation alone; the fast polarisation is contained in a background permittivity \(\varepsilon_\infty\). For a linear material whose properties do not change with time,

\[
P(t)=\varepsilon_0\int_0^\infty f(u)\,E(t-u)\,du .
\]

The integral starts at \(u=0\) because only past fields act: this is causality. Inserting \(E=E_0e^{i\omega t}\) and dividing by \(\varepsilon_0E\) gives

\[
\chi(\omega)=\int_0^\infty f(u)\,e^{-i\omega u}\,du .
\]

Since \(f\) is real, \(\chi(-\omega)=\chi^*(\omega)\). For the real field \(E_0\cos\omega t\), the real part of \((\chi'-i\chi'')(\cos\omega t+i\sin\omega t)\) gives

\[
P(t)=\varepsilon_0E_0(\chi'\cos\omega t+\chi''\sin\omega t).
\]

A positive \(\chi''\) therefore makes the polarisation lag behind the field.

## 3. The response function behind the power law

Take \(f(t)=a\,t^{-n}\) for \(t>0\), with \(a>0\). To find its transform, define for \(\mathrm{Re}\,s>0\)

\[
I(s)=\int_0^\infty t^{-n}e^{-st}\,dt .
\]

Differentiate under the integral, then integrate by parts:

\[
\frac{dI}{ds}=-\int_0^\infty t^{1-n}e^{-st}\,dt
=\left[\frac{t^{1-n}e^{-st}}{s}\right]_0^\infty-\frac{1-n}{s}\int_0^\infty t^{-n}e^{-st}\,dt .
\]

The bracket vanishes at \(t=0\) because \(1-n>0\), and at infinity because of the exponential. Hence \(dI/ds=-(1-n)I/s\), and

\[
\frac{d}{ds}\left(s^{1-n}I\right)=(1-n)s^{-n}I-s^{1-n}\,\frac{(1-n)I}{s}=0 .
\]

So \(s^{1-n}I\) is constant in the right half-plane. At \(s=1\) it equals \(\int_0^\infty t^{-n}e^{-t}dt=\Gamma(1-n)\), and therefore

\[
I(s)=\Gamma(1-n)\,s^{n-1}.
\]

The power is the one that is real and positive for real positive \(s\), continued smoothly through the right half-plane.

Now let \(s=\eta+i\omega\) with \(\eta\to0^+\). The limit may be taken inside the integral if the tail beyond a late time \(T\) is small for all \(\eta\) at once. Another integration by parts shows that it is:

\[
\left|\int_T^\infty t^{-n}e^{-st}dt\right|
=\left|\frac{T^{-n}e^{-sT}}{s}-\frac ns\int_T^\infty t^{-n-1}e^{-st}dt\right|
\le\frac{2T^{-n}}{\omega}.
\]

Each of the two terms is at most \(T^{-n}/|s|\), and \(|s|\ge\omega\). The result is

\[
\chi(\omega)=a\,\Gamma(1-n)\,(i\omega)^{n-1},\qquad A=a\,\Gamma(1-n).
\]

Because \(i\omega\) was reached from the right half-plane, \(i\) must be read as \(e^{i\pi/2}\) and not as, say, \(e^{-3i\pi/2}\).

## 4. The loss ratio

With this reading, \(i^{n-1}=e^{-i(1-n)\pi/2}\), so

\[
\chi=A\omega^{n-1}\left[\cos\frac{(1-n)\pi}{2}-i\sin\frac{(1-n)\pi}{2}\right].
\]

Since \((1-n)\pi/2=\pi/2-n\pi/2\), the cosine becomes a sine and the sine a cosine:

\[
\chi'=A\omega^{n-1}\sin\frac{n\pi}{2},\qquad
\chi''=A\omega^{n-1}\cos\frac{n\pi}{2}.
\]

Both parts carry the same power of \(\omega\), which cancels:

\[
\boxed{\frac{\chi''}{\chi'}=\cot\frac{n\pi}{2}}
\]

Direct numerical integration of \(t^{-n}\cos\omega t\) and \(t^{-n}\sin\omega t\) at \(\omega=0.3\), 3 and 30 gave the same ratio at all three frequencies: 3.07768 for \(n=0.2\), 1.00000 for \(n=0.5\) and 0.32492 for \(n=0.8\). These agree with the cotangent to the digits shown.

## 5. Causality forces this angle

Now reverse the question. Keep the magnitude \(A\omega^{n-1}\), but allow any constant loss angle \(\phi\), so that \(\chi=A\omega^{n-1}e^{-i\phi}\) for \(\omega>0\). Passivity requires \(\chi''\ge0\), hence \(0\le\phi\le\pi\). The response function is the inverse transform. Using \(\chi(-\omega)=\chi^*(\omega)\) to fold the negative frequencies onto the positive ones,

\[
f(t)=\frac1{2\pi}\int_{-\infty}^{\infty}\chi\,e^{i\omega t}d\omega
=\frac A\pi\,\mathrm{Re}\left[e^{-i\phi}\int_0^\infty\omega^{n-1}e^{i\omega t}d\omega\right].
\]

For a time before the impulse put \(t=-|t|\). The integral is then that of Section 3, with \(\omega\) as the integration variable, \(|t|\) in the role of the frequency and \(1-n\) in place of \(n\):

\[
\int_0^\infty\omega^{n-1}e^{-i\omega|t|}d\omega=\Gamma(n)(i|t|)^{-n}
=\Gamma(n)|t|^{-n}e^{-in\pi/2}.
\]

For positive time the complex conjugate appears. Taking real parts,

\[
f(\mp|t|)=\frac{A\,\Gamma(n)}{\pi|t|^{n}}\cos\left(\frac{n\pi}{2}\pm\phi\right),
\]

where the upper signs belong to times before the impulse. Causality demands \(\cos(n\pi/2+\phi)=0\). As \(\phi\) runs from 0 to \(\pi\), the argument runs from \(n\pi/2\) to \(n\pi/2+\pi\), which is below \(3\pi/2\). It meets one zero of the cosine, at \(\pi/2\), so

\[
\phi=(1-n)\frac\pi2 ,\qquad \tan\phi=\cot\frac{n\pi}{2}.
\]

For \(n=0.8\) this is 18°. With half that angle, the early and late responses stand in the ratio \(\cos81^\circ/\cos63^\circ=0.345\), the figure quoted at the start.

## 6. What the ratio says about energy

The work done on unit volume in one cycle is \(\oint E\,dP\). With the polarisation of Section 2,

\[
\oint E\,dP=\varepsilon_0E_0^2\,\omega\int_0^{2\pi/\omega}
\left(-\chi'\cos\omega t\sin\omega t+\chi''\cos^2\omega t\right)dt
=\pi\varepsilon_0\chi''E_0^2 .
\]

The first term averages to zero, and the squared cosine integrates to \(\pi/\omega\). The in-phase part \(\varepsilon_0\chi'E\) takes up work \(\tfrac12\varepsilon_0\chi'E_0^2\) while the field rises from zero to its peak, and returns it afterwards. Hence

\[
\frac{\text{loss per cycle}}{\text{peak in-phase work}}
=2\pi\frac{\chi''}{\chi'}=2\pi\cot\frac{n\pi}{2}.
\]

The denominator is reactive work; it is not claimed to be the whole energy stored in a lossy medium.

At peak field \(P=\varepsilon_0\chi'E_0\), so the loop area divided by \(\pi E_0\) times this value is again \(\chi''/\chi'\). The largest polarisation in the cycle, \(\varepsilon_0|\chi|E_0\), comes slightly later; dividing by it instead gives \(\chi''/|\chi|\), which is 0.309 for \(n=0.8\). This was tested in the time domain: a cosine field was switched on at \(t=0\) and convolved with \(t^{-0.8}\). The loop completed at \(t=40\pi\) gave 0.3249 both for \(\omega=1\) and for \(\omega=4\).

The current density \(dP/dt\) has the in-phase part \(\varepsilon_0\omega\chi''E_0\cos\omega t\). The corresponding ac conductivity is

\[
\sigma_{\rm ac}=\varepsilon_0\omega\chi''=\varepsilon_0A\cos\frac{n\pi}{2}\,\omega^{n}.
\]

A conductivity rising as \(\omega^n\) and a constant loss ratio are thus two aspects of one law.

## 7. A hopping picture

Let a charge hop between two sites, and let the pair's polarisation relax towards its equilibrium value \(\varepsilon_0\Delta E\) at rate \(k\): \(dP/dt=-k(P-\varepsilon_0\Delta E)\). For a field \(e^{i\omega t}\) this gives \((i\omega+k)P=k\varepsilon_0\Delta E\), so

\[
\chi_{\rm pair}=\frac{\Delta\,k}{k+i\omega}=\Delta\,k\,\frac{k-i\omega}{k^2+\omega^2},\qquad
\frac{\chi''_{\rm pair}}{\chi'_{\rm pair}}=\frac{\omega}{k}.
\]

A pair with \(k=2\pi\times1\) kHz has the ratio 0.1 at 100 Hz and 100 at 100 kHz. A single pair is nothing like the power law.

A mixture of independent pairs can be. Substituting \(x=kt\) in \(\int_0^\infty k^{n-1}e^{-kt}dk\) gives \(t^{-n}\Gamma(n)\), so

\[
a\,t^{-n}=\frac{a}{\Gamma(n)}\int_0^\infty k^{n-1}e^{-kt}\,dk .
\]

One pair responds to an impulse as \(\Delta\,k\,e^{-kt}\). The mixture therefore has strength \(\Delta(k)\,dk\propto k^{n-2}dk\) between \(k\) and \(k+dk\). Transforming each exponential and then setting \(k=\omega x\),

\[
\chi=\frac{a}{\Gamma(n)}\int_0^\infty\frac{k^{n-1}}{k+i\omega}dk
=\frac{a\,\omega^{n-1}}{\Gamma(n)}\int_0^\infty x^{n-1}\frac{x-i}{x^2+1}dx .
\]

The frequency has left the integral, so it cannot appear in the ratio of imaginary to real part. The distribution of rates has no preferred rate with which \(\omega\) could be compared. This mixture is one mechanism that yields the law; observing the law does not prove the mechanism.

If the hops are thermally activated, \(k=\nu e^{-W/k_BT}\) with fixed \(\nu\), then \(k^{n-2}dk=k^{n-1}d(\ln k)\) corresponds to a strength per unit barrier height proportional to \(e^{(1-n)W/k_BT}\). If the material has a fixed distribution \(e^{W/W_0}\), then \(1-n=k_BT/W_0\). In this simple model \(1-n\) is proportional to temperature. Barriers start at zero and have some largest height, so the law holds only for \(\omega\) far below \(\nu\) and far above the slowest hopping rate. The relative error from the missing fast rates shrinks only as \((\omega/\nu)^{1-n}\).

## 8. Limits and failure of the law

**Near \(n=1\).** At fixed \(A\), \(\chi\) tends to the constant \(A\), and the ratio to \((1-n)\pi/2\), which vanishes. The response becomes lossless.

**Near \(n=0\).** Here \(\chi\to A/(i\omega)\), so \(\chi'\to0\) and \(\sigma_{\rm ac}\to\varepsilon_0A\), independent of frequency. The response becomes that of a conductor.

**Low frequency.** The pure law gives an infinite static susceptibility, so it must end somewhere. If the memory is cut off as \(f=a\,t^{-n}e^{-t/\tau}\), Section 3 applies with \(s=1/\tau+i\omega\), whose phase is \(\arctan\omega\tau\). Then

\[
\frac{\chi''}{\chi'}=\tan\left[(1-n)\arctan\omega\tau\right].
\]

For \(\omega\tau\gg1\) the constant ratio returns. For \(\omega\tau\ll1\) the ratio is \((1-n)\omega\tau\) and falls to zero.

**High frequency.** If there is no slow response before a short time \(\tau_s\), then for \(\omega\tau_s\ll1\) the missing part is nearly real:

\[
\delta\chi'\approx a\int_0^{\tau_s}t^{-n}dt=\frac{a\,\tau_s^{1-n}}{1-n}.
\]

This constant is removed from \(\chi'\), which itself falls with frequency, so the relative error grows with frequency.

**Total permittivity.** The loss tangent of the whole dielectric is \(\chi''/(\varepsilon_\infty+\chi')\) when the background is lossless. It does depend on frequency, because \(\varepsilon_\infty\) does not scale as \(\omega^{n-1}\).

## 9. Example: a thin oxide capacitor

Take a 50 nm amorphous tantalum-oxide film at 300 K with the rough values \(n=0.80\), \(\varepsilon_\infty=25\) and \(\chi'=0.80\) at 1 kHz. The field amplitude is 0.10 MV/cm, or 0.50 V across the film. At 1 kHz,

\[
\chi''=0.80\times0.3249=0.260,\qquad
\tan\delta_{\rm total}=\frac{0.260}{25+0.80}=0.0101 .
\]

Other frequencies follow by the factor \((f/1\,\text{kHz})^{-0.2}\):

| \(f\) | \(\chi'\) | \(\chi''\) | \(\tan\delta_{\rm total}\) | \(\sigma_{\rm ac}\) (S/cm) |
|---|---|---|---|---|
| 100 Hz | 1.268 | 0.412 | 0.0157 | \(2.3\times10^{-11}\) |
| 1 kHz | 0.800 | 0.260 | 0.0101 | \(1.4\times10^{-10}\) |
| 10 kHz | 0.505 | 0.164 | 0.0064 | \(9.1\times10^{-10}\) |
| 100 kHz | 0.319 | 0.104 | 0.0041 | \(5.8\times10^{-9}\) |

The ratio \(\chi''/\chi'\) is 0.325 in every row, while the total loss tangent falls almost fourfold. At 1 kHz the loss per cycle is

\[
\pi\varepsilon_0(0.260)(10^7\ \text{V/m})^2=0.72\ \text{mJ/cm}^3,
\]

against a peak in-phase work of 0.35 mJ/cm³. Their quotient is 2.04, which is \(2\pi\times0.325\).

## 10. What can spoil a measured ratio

Each effect below is taken alone, with the other settings held fixed.

**Background.** To obtain \(\chi'\) one subtracts \(\varepsilon_\infty\) from the measured permittivity. If \(\varepsilon_\infty\) is taken 1% too low, 0.25 is wrongly added to \(\chi'\). At 100 kHz the apparent ratio is \(0.1035/(0.3185+0.25)=0.182\), which is 44% below the true value; at 100 Hz it is 0.271. If \(\varepsilon_\infty\) is taken 1% too high, the apparent ratio is \(0.1035/(0.3185-0.25)=1.51\) at 100 kHz and 0.405 at 100 Hz. The background error gives the largest shifts of the ratio computed here. The subtraction can be avoided by using the slope of \(\log\chi''\) against \(\log\omega\), which is \(n-1\). A constant, lossless background does not enter \(\chi''\), so \(\varepsilon_\infty\) need not be known, provided leakage and electrode losses are small or corrected. The ratio obtained from \(n\) in this way is inferred by assuming the law; it is not an independent measurement of it.

**Temperature.** If \(1-n\propto T\), warming to 360 K changes \(n\) to 0.76 and the ratio to 0.396, 22% higher. Within the range of the power law it is still independent of frequency at that temperature. That range narrows from below on warming: with \(\nu=10^{12}\ \text{s}^{-1}\), a slowest rate of \(1\ \text{s}^{-1}\) at 300 K becomes \(100\ \text{s}^{-1}\) at 360 K, no longer far below \(\omega\) at 100 Hz.

**Cutoffs.** With no slow response before 1 ps and \(a=1.0535\ \text{s}^{-0.2}\), Section 8 gives \(\delta\chi'\approx0.021\). The ratio becomes 0.348 at 100 kHz and 0.330 at 100 Hz. The exponential memory cutoff of Section 8 with \(\tau=1\) s changes the 100 Hz value only to 0.3246; other shapes of cutoff give slightly different values.

**Electrodes and leakage.** For a pad 50 µm square, a series resistance of 10 Ω raises the apparent ratio at 100 kHz to 0.331. A dc leakage of \(10^{-14}\) S/cm adds 0.04% to \(\chi''\) at 100 Hz.

**Strong fields.** For a 1 nm hop along the field, the site energies differ by \(eEd\), and \(x=eEd/(2k_BT)=0.193\) at peak field. The population difference is \(\tanh x\) instead of \(x\), 1.2% lower. If the two hopping rates change by \(e^{\pm x}\), their sum rises by the factor \(\cosh x\), or 1.9%. These are changes in one pair, with the applied field used as the local field; the shift of the film's ratio was not computed. The local field in a medium with \(\varepsilon_\infty=25\) can be larger: the Lorentz factor \((25+2)/3=9\) would give \(x=1.74\) and a population difference 46% below the linear value, so linearity at this field depends on the local-field correction. The field is 0.025 of a rough breakdown field of 4 MV/cm. For a 1 eV barrier and a mass of \(0.3\,m_e\), direct tunnelling through the film carries a factor of about \(e^{-281}\) without bias. The 0.50 V across the film at peak field lowers the barrier and changes this to about \(e^{-242}\), which is still negligible. Thermal emission over the same barrier is not: a Richardson–Schottky estimate gives a current per field of a few \(10^{-15}\) S/cm at 300 K, comparable to the leakage assumed above, and of order \(10^{-12}\) S/cm at 360 K.

**Beside real films.** Amorphous tantalum oxide is a real capacitor dielectric, with a permittivity of roughly 25; a loss tangent near 1% at 1 kHz is a plausible size. A film whose \(\chi''\) varies less with frequency has \(n\) closer to one. Leakage and cutoff times depend on preparation, and the values above are rough inputs. Finding \(\chi''/\chi'\) by subtraction needs an accurate \(\varepsilon_\infty\): in this example a value 1% too low moves the apparent ratio at 100 kHz from 0.325 to 0.182, and a value 1% too high moves it to 1.51. The numerical output below gives the values to more digits than such a film would justify.

## Computed values

```
loss ratio chi''/chi' (dimensionless)
 n=0.2: quadrature 3.07768 3.07768 3.07768  cot 3.07768
 n=0.5: quadrature 1.00000 1.00000 1.00000  cot 1.00000
 n=0.8: quadrature 0.32492 0.32492 0.32492  cot 0.32492
P-E loop ratio, n=0.8, omega=1 and 4: 0.3249 0.3249
ac conductivity exponent from hopping sum: 0.8000
causal loss angle: 18.00 deg
response before/after field, half that angle: 0.345
film: 50 nm, pad 50 um square, 300 K
n=0.80, eps_inf=25, chi'(1 kHz)=0.80
field amplitude: 0.10 MV/cm
voltage amplitude: 0.50 V
response coefficient a: 1.0535 s^(-0.2)
f(Hz)  chi'  chi''  ratio  total tan delta  sigma_ac(S/cm)
 1e+02 1.2679 0.4120 0.3249 0.01568 2.292e-11
 1e+03 0.8000 0.2599 0.3249 0.01008 1.446e-10
 1e+04 0.5048 0.1640 0.3249 0.00643 9.124e-10
 1e+05 0.3185 0.1035 0.3249 0.00409 5.757e-09
one pair, k=2pi*1 kHz, ratio at 100 Hz, 100 kHz: 0.1, 100
loss per cycle, 1 kHz: 0.7230 mJ/cm3
peak in-phase work, 1 kHz: 0.3542 mJ/cm3
their quotient: 2.0415
neglected effects (rough inputs)
 eps_inf taken 1% too low, 1e+02 Hz: ratio 0.2714
 eps_inf taken 1% too low, 1e+05 Hz: ratio 0.1820
 no response before 1 ps, 1e+02 Hz: ratio 0.3304
 no response before 1 ps, 1e+05 Hz: ratio 0.3478
 memory cut at 1 s, 100 Hz: ratio 0.3246
 leakage 1e-14 S/cm, 100 Hz: adds 0.044 % to chi''
 film capacitance, 100 kHz: 11.21 pF
 electrode 10 ohm, 100 kHz: ratio 0.3305
 hop 1 nm: eEd/(2kT) = 0.193
 pair polarisation lowered by 1.23 %
 pair rate raised by 1.88 %
 field / breakdown field (4 MV/cm): 0.025
 tunnelling exponent (1 eV, 0.3 m_e): 281
 at 360 K, 1-n proportional to T: n=0.76, ratio 0.3959
```
